# Hot electrons with constant free path: the Druyvesteyn limit and its range

In a field of 6 V/cm at 15 K, with the parameters given below, electrons heated by the field and cooled by acoustic phonons have a mean energy of 6.2 meV, more than three times the 1.9 meV they have without the field. Yet only about 3 % of them (2.8 % by the formula derived below) have more than 2.5 times the mean energy. In a Maxwellian of the same mean energy the share would be 5.8 %. The field has raised the mean energy, but the high-energy tail is thinner than that of a Maxwellian with the same mean, so a raised temperature cannot describe the electrons.

The model is a parabolic, isotropic, nondegenerate band with mass \(m\), energy \(\varepsilon=p^2/2m\) and speed \(v=p/m\). The electrons scatter from longitudinal acoustic phonons with sound speed \(u\), held at the lattice temperature \(T\); \(k\) is the Boltzmann constant. A uniform field of magnitude \(F\) exerts the force \(eF\), with \(e>0\), and the polar axis points along this force. The distribution \(f\) is the occupation per state, so the number of electrons per unit energy is proportional to \(g f\), with \(g\propto\sqrt{\varepsilon}\).

The first ingredient is the free path. For a deformation potential \(\Xi\), mass density \(\rho\) and crystal volume \(V\), the squared matrix element for a phonon of wavenumber \(q\) is \(\Xi^2\hbar q/(2\rho Vu)\), times \(N_q\) for absorption or \(N_q+1\) for emission. If the phonon energy \(\hbar uq\) is well below \(kT\), both factors are close to \(kT/\hbar uq\). This is equipartition. The wavenumber then cancels, and the two processes together give \(\Xi^2kT/(\rho Vu^2)\). Scattering is therefore isotropic. To leading order the energy change may be ignored in the rate, and the density of final states per spin and volume is \(m^2v/(2\pi^2\hbar^3)\). The golden rule gives

\[
\frac{2\pi}{\hbar}\,\frac{\Xi^2kT}{\rho u^2}\,\frac{m^2v}{2\pi^2\hbar^3}=\frac{v}{l},
\qquad
l=\frac{\pi\hbar^4\rho u^2}{m^2\Xi^2kT}.
\]

The rate grows with speed because the density of final states does, and the distance between collisions is independent of energy.

The second ingredient is the small energy exchanged in each collision. A phonon of momentum \(\hbar q\) carries the energy \(u\hbar q\). For a nearly elastic deflection through the angle \(\chi\), \((\hbar q)^2=2p^2(1-\cos\chi)\), whose average over isotropic directions is \(2p^2=4m\varepsilon\). Half the mean squared energy change per unit time is the diffusion coefficient in energy,

\[
D=\frac12\,u^2\,(4m\varepsilon)\,\frac{v}{l}=\frac{2mu^2\varepsilon v}{l}.
\]

Let \(A\) be the mean rate of energy change of one electron due to collisions. The upward flux of electrons along the energy axis is

\[
J_c=A\,g f_0-\frac{d}{d\varepsilon}\left(gDf_0\right),
\]

where \(f_0\) is the isotropic part of \(f\). Phonons at temperature \(T\) must leave \(f_0\propto e^{-\varepsilon/kT}\) unchanged with no flux. Inserting this function and setting \(J_c=0\) fixes \(A\). Since \(gD\propto\varepsilon^{1/2}\varepsilon^{3/2}=\varepsilon^2\),

\[
A=\frac{1}{g}\frac{d(gD)}{d\varepsilon}-\frac{D}{kT}=D\left(\frac{2}{\varepsilon}-\frac1{kT}\right),
\qquad
J_c=-gD\left(f_0'+\frac{f_0}{kT}\right).
\]

A prime denotes \(d/d\varepsilon\). The term \(-D/kT\) is the loss by spontaneous emission. Spontaneous events are a fraction \(1/(2N_q+1)\approx\hbar uq/2kT\) of all collisions and each removes \(\hbar uq\), so the loss rate is \(\langle(\hbar uq)^2\rangle v/(2kTl)=D/kT\). As \(l\propto1/T\), this loss does not depend on the lattice temperature.

The field enters through the Boltzmann equation. In the two-term expansion \(f=f_0+f_1\cos\theta\), the force acts on the isotropic part as \(eF\,\partial f_0/\partial p_z=eFv f_0'\cos\theta\). Isotropic scattering destroys the \(\cos\theta\) part at the rate \(v/l\). In the steady state, leaving out the next angular harmonic,

\[
eFvf_0'=-\frac{v}{l}f_1,\qquad f_1=-eFl\,f_0'.
\]

To find how \(f_1\) acts back on \(f_0\), write \(f_1\cos\theta=p_z(f_1/p)\) and average its derivative over angles, using \(\langle\cos^2\theta\rangle=1/3\):

\[
\left\langle\frac{\partial (f_1\cos\theta)}{\partial p_z}\right\rangle
=\frac{f_1}{p}+\frac13\left(\frac{df_1}{dp}-\frac{f_1}{p}\right)
=\frac{1}{3p^2}\frac{d(p^2f_1)}{dp}.
\]

With \(d/dp=v\,d/d\varepsilon\) and \(g\propto p\), multiplication by \(g\) turns the right side into \(\tfrac13\,d(gvf_1)/d\varepsilon\). The field thus produces the energy flux of electrons

\[
J_F=\frac{eF}{3}gvf_1=-g\,H f_0',\qquad H=\frac{(eF)^2lv}{3}.
\]

Heating by the field is diffusion in energy: an electron gains or loses energy according to whether it flies along the force or against it.

In the steady state no electrons enter at zero or at infinite energy, so the total flux vanishes at each energy:

\[
(H+D)f_0'+\frac{D}{kT}f_0=0.
\]

The ratio of field heating to phonon exchange is

\[
\frac{H}{D}=\frac{(eF)^2lv}{3}\,\frac{l}{2mu^2\varepsilon v}=\frac{a}{\varepsilon},
\qquad a=\frac{(eFl)^2}{6mu^2},
\]

and hence

\[
\frac{f_0'}{f_0}=-\frac1{kT}\,\frac{\varepsilon}{\varepsilon+a}.
\]

Writing \(\varepsilon/(\varepsilon+a)=1-a/(\varepsilon+a)\) and integrating gives

\[
f_0\propto e^{-\varepsilon/kT}\left(1+\frac{\varepsilon}{a}\right)^{a/kT}.
\]

Without a field, \(a=0\) and the Maxwellian returns. In a strong field, meaning \(a\gg kT\), the expansion \(\ln(1+y)=y-y^2/2+y^3/3-\dots\) with \(y=\varepsilon/a\) cancels the term linear in energy:

\[
\ln f_0=\text{const}-\frac{\varepsilon^2}{2akT}+\frac{\varepsilon^3}{3a^2kT}-\dots
\]

The leading term is the Druyvesteyn distribution,

\[
f_0\propto e^{-(\varepsilon/E_D)^2},\qquad E_D=\sqrt{2akT}=eFl\sqrt{\frac{kT}{3mu^2}}.
\]

The quadratic exponent has a limited range. The cubic term must be small compared with one, which requires \(\varepsilon^3\ll3a^2kT\). At \(\varepsilon=E_D\) the cubic term equals \(\tfrac{2\sqrt2}{3}\sqrt{kT/a}\), so the limit is approached slowly, as \(1/F\). For \(\varepsilon\gg a\) the slope of \(\ln f_0\) tends to \(-1/kT\): the formula has a linear tail at the lattice temperature, because there phonon exchange outweighs field heating.

The quadratic law comes from the fall of \(H/D\) with energy, and a second case shows this. Suppose that the collision time \(\tau\), instead of the free path, is independent of energy, while scattering stays isotropic and phonon energies stay \(u\hbar q\). Replacing \(l\) by \(v\tau\) gives \(D=2mu^2\varepsilon/\tau\) and \(H=(eF)^2v^2\tau/3=2(eF)^2\varepsilon\tau/3m\). Their ratio no longer contains the energy, the slope of \(\ln f_0\) is constant, and the result is a Maxwellian with the electron temperature

\[
\frac{T_e}{T}=1+\frac HD=1+\frac{(eF\tau)^2}{3m^2u^2}.
\]

Both cases were tested by a simulation that follows electrons through free flights and phonon events, with exact conservation of energy and momentum and full Bose factors. It uses neither the two-term expansion, nor diffusion in energy, nor equipartition. A useful measure of shape is \(\langle\varepsilon^2\rangle/\langle\varepsilon\rangle^2\), which is \(5/3\approx1.667\) for any Maxwellian. With constant collision time and a field chosen to give \(T_e/T=8\), the simulation gave \(2\langle\varepsilon\rangle/3kT=7.90\) and a shape of 1.670. With constant free path, \(a/kT=50\) and \(mu^2/kT=0.002\), it gave a mean energy of \(8.30\,kT\) against \(8.27\,kT\) from the formula, and a shape of 1.398, equal to the formula's value to this accuracy.

The Druyvesteyn averages follow from \(\int_0^\infty s^{n}e^{-s^2}ds=\tfrac12\Gamma\!\left(\tfrac{n+1}{2}\right)\). With the weight \(\sqrt\varepsilon\) from the density of states,

\[
\langle\varepsilon\rangle=E_D\frac{\Gamma(5/4)}{\Gamma(3/4)}\approx0.740\,E_D,\qquad
\frac{\langle\varepsilon^2\rangle}{\langle\varepsilon\rangle^2}=\frac{\Gamma(7/4)\,\Gamma(3/4)}{\Gamma(5/4)^2}\approx1.371.
\]

The full formula gives shapes of 1.431, 1.390 and 1.377 at \(a/kT=10\), 100 and 1000. The distance to 1.371 shrinks by roughly \(\sqrt{10}\) for each factor of ten, as the size of the cubic term suggests.

The drift velocity is the average of \(v\cos\theta\), in which \(f_1\) contributes with the factor \(\langle\cos^2\theta\rangle=1/3\). Since \(gv\propto\varepsilon\), one integration by parts gives

\[
v_d=\frac{\int gvf_1\,d\varepsilon}{3\int gf_0\,d\varepsilon}
=\frac{eFl}{3}\sqrt{\frac2m}\,\frac{\int\varepsilon(-f_0')\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}
=\frac{eFl}{3}\sqrt{\frac2m}\,\frac{\int f_0\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}.
\]

In the Druyvesteyn limit the last two integrals are \(\tfrac12\sqrt\pi\,E_D\) and \(\tfrac12\Gamma(3/4)E_D^{3/2}\), so that

\[
v_d=\frac{eFl}{3}\sqrt{\frac{2}{mE_D}}\,\frac{\sqrt\pi}{\Gamma(3/4)}\propto\sqrt F .
\]

The last proportionality holds at fixed lattice temperature, where \(E_D\propto F\). Faster electrons collide more often, so the mobility falls as \(1/\sqrt F\).

The heat given to the lattice follows from the same fluxes. A flux \(J\) changes the total energy at the rate \(\int\varepsilon(-dJ/d\varepsilon)\,d\varepsilon=\int J\,d\varepsilon\). For \(J_F\) this is \(eFv_d\) per electron, by the first expression for \(v_d\). As \(J_c=-J_F\), the phonons receive the same power,

\[
P=eFv_d=\frac{\int gD\,(f_0'+f_0/kT)\,d\varepsilon}{\int gf_0\,d\varepsilon}.
\]

In the Druyvesteyn limit \(P\propto F^{3/2}\), and the loss is mainly spontaneous emission, because \(|f_0'|\ll f_0/kT\) where \(\varepsilon\ll a\).

The example takes round parameters: \(m=0.20\,m_e\), \(u=5.0\) km/s, \(\rho=5.3\) g/cm³, \(\Xi=10\) eV, \(T=15\) K and \(F=6\) V/cm. Then \(kT=1.293\) meV, \(mu^2=0.0284\) meV and \(l=2.92\) µm. Over one free path along the force an electron gains \(eFl=1.751\) meV, and

\[
a=\frac{(1.751)^2}{6\times0.0284}\ \text{meV}\approx18.0\ \text{meV},\qquad
E_D=\sqrt{2\times17.97\times1.293}\ \text{meV}\approx6.8\ \text{meV}.
\]

The ratio \(a/kT\) is 13.9; it would be one at 1.6 V/cm. This is a strong field, but not yet the limit. The Druyvesteyn mean energy is \(0.740\times6.8\approx5.0\) meV, while the full formula gives 6.2 meV, 23 % more, because the corrections to the quadratic exponent add electrons at high energy. The energy \((3a^2kT)^{1/3}\), where the cubic term reaches one, is 10.8 meV. If \(-\ln f_0\), counted from zero energy, is written locally as a power of \(\varepsilon\), the power is 1.81 at \(E_D\) and 1.63 at \(a\), on its way from two to one.

The simulation of this case gives a mean energy of 6.2 meV, a shape of 1.432 against 1.422 from the formula, and 3.0 % of the electrons above 15.5 meV, which is 2.5 times the mean, against 2.8 %. Its drift velocity is 12.2 km/s, against 12.4 km/s from the full formula and 13.6 km/s from the Druyvesteyn expression. The dissipated power is \(600\ \text{V/m}\times12.4\ \text{km/s}\), or 7.4 meV/ns per electron, about 1.2 pW.

This agreement is closer than the size of the anisotropy would suggest. From \(f_1=-eFlf_0'\),

\[
\frac{f_1}{f_0}=\frac{eFl}{kT}\,\frac{\varepsilon}{\varepsilon+a}.
\]

For \(a\gg E_D\) its value at \(E_D\) is \(eFlE_D/(akT)=\sqrt{12mu^2/kT}\), which does not contain the field. A stronger field therefore does not by itself spoil the two-term expansion in the bulk. Here this limiting value is 0.51, and the full ratio at \(E_D\) is 0.37. Far above \(a\), however, the ratio tends to \(eFl/kT=1.35\). A value above one would make \(f\) negative against the force, so in this example the linear tail is a property of the formula outside its region of validity. A trustworthy linear tail needs \(eFl\ll kT\) together with \(a\gg kT\), and hence a much smaller \(mu^2/kT\).

Equipartition sets a separate limit. The largest phonon energy in a collision is about \(2up=\sqrt{8mu^2\varepsilon}\), which at \(E_D\) is already \(0.96\,kT\). Since \(E_D\) grows with the field, a higher field at the same temperature would violate equipartition. At the mean energy, nevertheless, the computed collision rate differs from \(v/l\) by only \(-0.6\,\%\). The reason appears when the rate is expanded one step further. Let \(P_q=\hbar q\) and \(x=uP_q/kT\), so that \(N_q=1/x-\tfrac12+x/12-\dots\). Energy and momentum conservation limit \(P_q\) to \(2(p+mu)\) in absorption and \(2(p-mu)\) in emission, and the rate is proportional to

\[
\int_0^{2(p+mu)}\!P_q^2N_q\,dP_q+\int_0^{2(p-mu)}\!P_q^2(N_q+1)\,dP_q .
\]

The terms \(1/x\) give \((4kT/u)(p^2+m^2u^2)\), the terms \(\mp\tfrac12\) give \(-8mup^2\) to leading order, and the terms \(x/12\) give \(2up^4/(3kT)\). Division by \(4kTp^2/u\) yields

\[
\frac{\text{rate}}{v/l}\approx1+\frac{mu^2}{2\varepsilon}-\frac{2mu^2}{kT}+\frac{mu^2\varepsilon}{3(kT)^2}.
\]

At the mean energy the corrections are \(+0.2\,\%\), \(-4.4\,\%\) and \(+3.5\,\%\). The small total is a cancellation at this energy, and equipartition is not accurate to that degree for each phonon.

The parameters lie roughly in the regime of electrons in cold high-purity germanium, and there the model omits effects of very different size. With rough couplings (\(2\times10^7\) and \(3\times10^8\) eV/cm into three other valleys, \(5\times10^8\) eV/cm for optical phonons) and the undisturbed distribution found above, emission of intervalley phonons near 10 meV would remove about 26 % of the input power, emission near 28 meV about 4 %, and optical phonons near 37 meV about 0.04 %. If these losses scaled with energy like the acoustic loss, as \(E_D^{3/2}\), against an input falling as \(E_D^{-1/2}\), the energy scale would drop by the factor \(1/\sqrt{1.30}\), or 12 %. This is an upper estimate, because emission with a threshold falls faster than the acoustic loss when the electrons cool. Germanium's valleys are also strongly anisotropic, with masses of about 1.6 and 0.08 \(m_e\). For a field along a cube axis, the same density-of-states mass and the same collision time at each energy, this multiplies \(a\) by 0.69 and lowers \(E_D\) by 17 %, as long as equipartition and the two-term expansion hold. Both are weaker in such valleys. The mass in \(D\) becomes the average over directions, \((1.6+2\times0.08)/3\approx0.59\,m_e\), which raises the limiting anisotropy from 0.51 to nearly 0.9, and phonons along the heavy axis exceed \(2kT\) at \(E_D\). The mean energy falls by less than 17 %: by about 14 % in the full formula, and by about 10 % when phonon energies and Bose factors are kept exactly. The two corrections do not simply multiply: cooler electrons emit fewer intervalley phonons, so together they lower the energy scale by less than the product of the two factors suggests. Transverse acoustic phonons, which also scatter electrons in such valleys, are left out altogether. The example's energies are therefore model values and not predictions for germanium. At \(10^{10}\) cm⁻³ for both impurities and electrons, estimates put impurity scattering at \(10^{-4}\) of the acoustic rate, donor ionization at \(10^{-4}\) of the power, and energy exchange among electrons at 0.3 % of that with phonons. The occupation of the lowest state is about \(10^{-8}\), so degeneracy plays no part.

Chips at room temperature are outside this regime. Holding \(a/kT\) at 13.9 while raising the lattice to 300 K would put \(E_D\) at 136 meV, far above the 37 meV optical phonon. Electrons would emit optical phonons long before the acoustic balance could shape their distribution. In a germanium-like crystal the Druyvesteyn form therefore needs a cold lattice with \(kT\) still well above \(12mu^2\), where \(m\) is the direction-averaged mass, to keep the anisotropy small, a field high enough for \(a\gg kT\), and a field low enough that the acoustic phonons exchanged stay below \(kT\) and few electrons reach the intervalley and optical phonon energies. These demands compete. At fixed \(a/kT\), a colder lattice lowers \(E_D\) and with it the loss to intervalley phonons, but it raises the anisotropy \(\sqrt{12mu^2/kT}\); a weaker field lowers the loss too, but also \(a/kT\). The example is a compromise that meets none of them by a wide margin, as the 26 % loss estimated on the undisturbed distribution, the phonon energy of \(0.96\,kT\) and the limiting anisotropy of 0.51 show; the last two are larger still in germanium's anisotropic valleys. The numerical output lists the rough couplings and most of the values used here; the others follow from the formulas above.

## Table of computed values

```
input mass 0.20 m_e, sound speed 5.0 km/s
input density 5.3 g/cm3, Xi 10.0 eV
input temperature 15.0 K, field 6.0 V/cm
thermal energy kT 1.293 meV
m u^2 0.0284 meV, m u^2/kT 0.0220
free path l 2.918 um
energy gained over one path eFl 1.751 meV
crossover energy a 17.97 meV, a/kT 13.90
field at which a = kT 1.61 V/cm
Druyvesteyn energy E_D 6.815 meV
range energy (3 a^2 kT)^(1/3) 10.78 meV
local exponent at E_D 1.807
local exponent at a 1.629
local exponent at 10 a 1.196
f1/f0 at E_D, Druyvesteyn limit 0.514
mean energy, Druyvesteyn 5.041 meV
mean energy, full formula 6.214 meV
mean energy, simulation 6.224 meV
mean energy at zero field 1.939 meV
shape <E^2>/<E>^2, Druyvesteyn 1.3708
shape, Maxwellian 1.6667
shape, full formula 1.4222, simulation 1.4318
tail cut, 2.5 mean energies 15.53 meV
tail share, formula 0.02795, simulation 0.02994
tail share, Maxwellian of equal mean 0.05756
drift velocity, formula 12.41 km/s
drift velocity, simulation 12.18 km/s
power per electron 7.45 meV/ns = 1192.917 fW
near-ideal run: a/kT 50, m u^2/kT 0.0020
  mean/kT formula 8.272, simulation 8.297
  shape formula 1.3982, simulation 1.3981
  drift/sqrt(kT/m) 0.1593, simulation 0.1586
constant-time run: predicted T_e/T 8.00
  simulated 2<E>/3kT 7.902, shape 1.6704
shape at a/kT = 10: 1.4311
shape at a/kT = 100: 1.3902
shape at a/kT = 1000: 1.3770
shape at a/kT = 100000: 1.3715
10 meV phonon, 2e+07 eV/cm, 3 valley(s): loss/power 2.56e-01
28 meV phonon, 3e+08 eV/cm, 3 valley(s): loss/power 4.26e-02
37 meV phonon, 5e+08 eV/cm, 1 valley(s): loss/power 4.45e-04
ellipsoid masses 1.60, 0.08 m_e: a times 0.687, E_D times 0.829
collision rate above equipartition value -0.63 %
impurity and electron density 1e+10 cm^-3
impurity/acoustic scattering 1.11e-04
electron-electron/phonon energy exchange 2.52e-03
donor ionization loss/power 7.91e-05
occupation of the lowest state 9.49e-09
E_D at 300 K for the same a/kT 136.3 meV
```
